# Statistical Inefficiency of a Reversible Markov Chain from Its Spectrum: verification in Python

```python
# Result under test. P: irreducible transition matrix with detailed balance
# pi_i P_ij = pi_j P_ji. Then S = D^(1/2) P D^(-1/2), D = diag(pi), is symmetric, the
# eigenvalues lam_k of P are real, and for A_N = mean of f over N stationary steps
#   s_N = N Var(A_N)/sig2 = sum_{k>=2} w_k [(1+l)/(1-l) - 2 l (1-l^N)/(N (1-l)^2)], l = lam_k
#   s   = lim s_N = sum_{k>=2} w_k (1+lam_k)/(1-lam_k),
# f0 = f - <f>, sig2 = <f0,f0>_pi, w_k = <u_k,f0>_pi^2/sig2, u_k = v_k/sqrt(pi), S v_k = lam_k v_k.
# Example: Metropolis VMC on a grid, H = -1/2 d2/dx2 + x^2/2, psi = exp(-alpha x^2/2), atomic units.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

rng = np.random.default_rng(2718)
EV = physical_constants["Hartree energy in eV"][0]

def stationary(P):
    n = len(P)
    return np.linalg.solve((np.eye(n) - P + np.ones((n, n))).T, np.ones(n))

def center(pi, f):
    f0 = f - pi @ f
    return f0, pi @ f0**2

def spectrum(P, pi, f):
    r = np.sqrt(pi)
    S = r[:, None] * P / r[None, :]
    lam, V = np.linalg.eigh(0.5 * (S + S.T))
    lam, V = lam[::-1], V[:, ::-1]
    f0, sig2 = center(pi, f)
    return lam, (V.T @ (r * f0))**2 / sig2, V, np.abs(S - S.T).max()

def s_spectral(lam, w, N=None):
    l = lam[1:]
    fac = (1 + l) / (1 - l)
    if N is not None:
        fac = fac - 2 * l * (1 - l**N) / (N * (1 - l)**2)
    return w[1:] @ fac

def poisson(P, pi, f):
    f0, sig2 = center(pi, f)
    n = len(P)
    g = np.linalg.solve(np.eye(n) - P + np.outer(np.ones(n), pi), f0)
    return (2 * pi @ (f0 * g) - sig2) / sig2, g

def moments(P, start, f0, N):
    # exact E[sum f0] and E[(sum f0)^2] over N steps, by forward propagation
    a, b, c = start.copy(), start * f0, start * f0**2
    for _ in range(N - 1):
        a, bp, cp = a @ P, b @ P, c @ P
        b, c = bp + f0 * a, cp + 2 * f0 * bp + f0**2 * a
    return b.sum(), c.sum()

def s_slope(P, start, pi, f, N):
    f0, sig2 = center(pi, f)
    return (moments(P, start, f0, 2 * N)[1] - moments(P, start, f0, N)[1]) / (N * sig2)

def s_paths(P, pi, f, N):
    # N Var(A_N)/sig2 by summing over every path
    paths = np.array(list(itertools.product(range(len(P)), repeat=N)))
    prob = pi[paths[:, 0]] * np.prod(P[paths[:, :-1], paths[:, 1:]], axis=1)
    A = f[paths].mean(axis=1)
    return N * (prob @ A**2 - (prob @ A)**2) / center(pi, f)[1]

def hastings(pi, T):
    flux = pi[:, None] * T
    P = T * np.minimum(1.0, flux.T / np.where(flux > 0, flux, 1.0))
    np.fill_diagonal(P, 0.0)
    return P + np.diag(1 - P.sum(axis=1))

def imbalance(P, pi):
    flux = pi[:, None] * P
    return np.abs(flux - flux.T).max()

# symbolic: pair-count sum, and local energy
L, xs, al = sp.symbols("L x alpha")
for N in range(1, 9):
    lhs = N + 2 * sum((N - t) * L**t for t in range(1, N))
    assert sp.cancel(lhs - N * (1 + L) / (1 - L) + 2 * L * (1 - L**N) / (1 - L)**2) == 0
psi = sp.exp(-al * xs**2 / 2)
assert sp.simplify(-sp.diff(psi, xs, 2) / (2 * psi) + xs**2 / 2
                   - al / 2 - (1 - al**2) * xs**2 / 2) == 0

# random four-state Metropolis-Hastings chains with asymmetric proposals
pi4 = rng.uniform(0.2, 1, 4); pi4 /= pi4.sum()
kern = []
for _ in range(2):
    T = rng.uniform(0.05, 1, (4, 4))
    kern.append(hastings(pi4, T / T.sum(axis=1, keepdims=True)))
P1, P2 = kern
f4 = rng.normal(size=4)
lam4, w4, V4, asym4 = spectrum(P1, pi4, f4)
assert asym4 < 1e-14 and np.allclose(stationary(P1), pi4, atol=1e-13)
for N in (2, 3, 7):
    assert abs(s_paths(P1, pi4, f4, N) - s_spectral(lam4, w4, N)) < 1e-11
for sign in (-1, 1):
    quad = 0.5 * np.sum(pi4[:, None] * P1 * (f4[:, None] + sign * f4[None, :])**2)
    assert abs(quad - pi4 @ (f4 * (f4 + sign * P1 @ f4))) < 1e-13
assert np.allclose(stationary(P1 @ P2), pi4, atol=1e-13)
assert imbalance(P1 @ P2, pi4) > 1e-4
assert imbalance(P1 @ P2 @ P1, pi4) < 1e-14 and imbalance((P1 + P2) / 2, pi4) < 1e-14
print(f"sweep P1P2: max flux imbalance = {imbalance(P1 @ P2, pi4):.2e}")

# two states
for a, b in ((0.2, 0.1), (0.9, 0.7)):
    P = np.array([[1 - a, a], [b, 1 - b]]); p = stationary(P)
    s2 = s_slope(P, p, p, np.array([0.0, 1.0]), 500)
    assert abs(s2 - (2 - a - b) / (a + b)) < 1e-9
    print(f"two-state a={a} b={b}: lambda = {np.linalg.eigvals(P).real.min():.4f}, s = {s2:.4f}")

# period-2 reversible chain
P = np.array([[0, 1, 0], [0.3, 0, 0.7], [0, 1, 0.0]]); p = stationary(P)
f = np.array([1.0, 0.0, 3.0])
lam, w, _, _ = spectrum(P, p, f)
assert abs(lam[-1] + 1) < 1e-12
for N in (6, 7):
    assert abs(s_paths(P, p, f, N) - s_spectral(lam, w, N)) < 1e-11
assert abs(s_slope(P, p, p, f, 1000) - s_spectral(lam, w)) < 1e-9
f0, sg = center(p, f)
part = 1 + 2 * np.cumsum([p @ (f0 * (np.linalg.matrix_power(P, t) @ f0)) / sg for t in range(1, 102)])
assert abs(part[-1] - part[-2]) > 1
print(f"period-2 chain: w(lambda=-1) = {w[-1]:.4f}, s = {s_spectral(lam, w):.4f}")
print(f"period-2 chain: lag sums to 100, 101 = {part[-2]:.4f}, {part[-1]:.4f}")

# non-reversible cycle (stay 0.1, forward 0.8, back 0.1)
C = np.roll(np.eye(3), 1, axis=1)
P = 0.1 * np.eye(3) + 0.8 * C + 0.1 * C.T; p = stationary(P)
f = np.array([1.0, 0.0, 0.0])
ev = np.linalg.eigvals(P); z = ev[np.argmax(ev.imag)]
lam, w, _, asym = spectrum(P, p, f)
s_true = s_slope(P, p, p, f, 500)
assert z.imag > 0.1 and asym > 0.1
assert abs(s_true - poisson(P, p, f)[0]) < 1e-9 and abs(s_true - s_spectral(lam, w)) > 0.1
print(f"cycle 0.1/0.8/0.1: lambda = {z.real:.4f} +- {z.imag:.4f}i")
print(f"cycle: true s = {s_true:.4f}, from symmetrised S = {s_spectral(lam, w):.4f}")

# reducible chain: variance of the sum grows as N^2
P = np.kron(np.eye(2), np.array([[0.6, 0.4], [0.4, 0.6]])); p = np.full(4, 0.25)
f0 = center(p, np.array([1.0, 2.0, 4.0, 7.0]))[0]
ratio = moments(P, p, f0, 2000)[1] / moments(P, p, f0, 1000)[1]
assert abs(ratio - 4) < 0.01
print(f"reducible chain: Var(sum,2000)/Var(sum,1000) = {ratio:.4f}")

# worked example
alpha, h, half, m = 0.8, 0.1, 50, 10
x = h * np.arange(-half, half + 1); n = len(x)
pi = np.exp(-alpha * x**2); pi /= pi.sum()
EL = alpha / 2 + (1 - alpha**2) * x**2 / 2

def grid_chain(m):
    d = np.abs(np.subtract.outer(np.arange(n), np.arange(n)))
    return hastings(pi, ((d >= 1) & (d <= m)) / (2.0 * m))

P = grid_chain(m)
E = pi @ EL; e0, sig2 = center(pi, EL)
assert abs(E - (alpha / 4 + 1 / (4 * alpha))) < 1e-7
assert abs(sig2 - (1 - alpha**2)**2 / (8 * alpha**2)) < 1e-7
lam, w, V, asym = spectrum(P, pi, EL)
wx = spectrum(P, pi, x)[1]
ev = np.linalg.eigvals(P)
assert asym < 1e-13 and np.abs(P - P.T).max() > 1e-2
assert np.abs(ev.imag).max() < 1e-8 and np.allclose(np.sort(ev.real)[::-1], lam, atol=1e-8)
assert np.allclose(stationary(P), pi, atol=1e-12)
assert abs(lam[0] - 1) < 1e-12 and lam[1] < 1 - 1e-3 and lam[-1] > -1 + 1e-3
assert np.allclose(np.abs(V[:, 0]), np.sqrt(pi), atol=1e-10) and abs(w[1:].sum() - 1) < 1e-12
rho, y = [], e0.copy()
for t in range(1, 1001):
    y = P @ y; rho.append(pi @ (e0 * y) / sig2)
for t in (1, 2, 5, 20):
    assert abs(rho[t - 1] - w[1:] @ lam[1:]**t) < 1e-12
s, sx = s_spectral(lam, w), s_spectral(lam, wx)
s_lag = 1 + 2 * sum(rho); s_poi, g = poisson(P, pi, EL)
assert abs(s - s_lag) < 1e-9 and abs(s - s_poi) < 1e-9 and abs(sx - poisson(P, pi, x)[0]) < 1e-9
for N in (5, 50, 500):
    assert abs(moments(P, pi, e0, N)[1] / (N * sig2) - s_spectral(lam, w, N)) < 1e-9
upper, lower = (1 + lam[1]) / (1 - lam[1]), (1 + lam[-1]) / (1 - lam[-1])
assert lower < s_poi < sx <= upper
assert abs(poisson(P, pi, V[:, 1] / np.sqrt(pi))[0] - upper) < 1e-7
assert np.allclose(V[:, 1], -V[::-1, 1], atol=1e-9) and w[1] < 1e-12
s_lazy = poisson((np.eye(n) + P) / 2, pi, EL)[0]
assert abs(s_lazy - (2 * s + 1)) < 1e-8
i0 = half + 20; start = np.zeros(n); start[i0] = 1.0
nbias = moments(P, start, e0, 1000)[0]
assert abs(nbias - g[i0]) < 1e-9 and abs(s_slope(P, start, pi, EL, 1000) - s) < 1e-8

# propose/accept simulation, walkers started from pi; tolerance four standard errors
M, N = 20000, 500
steps = np.concatenate([np.arange(-m, 0), np.arange(1, m + 1)])
idx = rng.choice(n, size=M, p=pi); tot = np.zeros(M); acc = np.zeros(M)
for _ in range(N):
    tot += EL[idx]
    new = idx + steps[rng.integers(0, 2 * m, M)]
    safe = np.clip(new, 0, n - 1)
    ok = (new == safe) & (rng.random(M) < np.exp(-alpha * (x[safe]**2 - x[idx]**2)))
    idx = np.where(ok, safe, idx); acc += ok
q = N * (tot / N - E)**2 / sig2
s_sim, err = q.mean(), q.std() / np.sqrt(M)
accept = 1 - pi @ np.diag(P)
assert abs(s_sim - s_spectral(lam, w, N)) < 4 * err and err < 0.02 * s
assert abs(acc.mean() / N - accept) < 4 * (acc / N).std() / np.sqrt(M)

print(f"alpha = {alpha} bohr^-2, h = {h} bohr, n = {n}, m = {m}, max step = {m*h:.1f} bohr")
print(f"E = {E:.6f} hartree = {E*EV:.4f} eV")
print(f"sigma^2(E_L) = {sig2:.7f} hartree^2")
print(f"acceptance = {accept:.4f}, lambda_min = {lam[-1]:.4f}")
fac = (1 + lam[1:]) / (1 - lam[1:])
for k in range(2, 8):
    print(f"k={k}: lambda {lam[k-1]:.5f} factor {fac[k-2]:.4f} w(E_L) {w[k-1]:.5f} "
          f"w*factor {w[k-1]*fac[k-2]:.4f} w(x) {wx[k-1]:.5f}")
print(f"k>=8: w(E_L) {w[7:].sum():.5f} w*factor {w[7:] @ fac[6:]:.4f}")
print(f"rho(1), rho(2), rho(5), rho(20) = {rho[0]:.4f}, {rho[1]:.4f}, {rho[4]:.4f}, {rho[19]:.5f}")
print(f"s(E_L): spectral {s:.6f}, lag sum {s_lag:.6f}, linear solve {s_poi:.6f}")
print(f"tau_int(E_L) = {s/2:.4f} moves, s(x) = {sx:.4f}")
print(f"bounds on s: {lower:.4f} to {upper:.4f}; lazy chain s(E_L) = {s_lazy:.4f}")
for Nn in (5, 50, 500):
    print(f"s_N(E_L) at N = {Nn}: {s_spectral(lam, w, Nn):.4f}")
print(f"simulation, {M} walkers x {N} moves: s_N = {s_sim:.3f} +- {err:.3f}")
print(f"start at x = {x[i0]:.1f} bohr: N*bias = {nbias:.4f} hartree")
Nrun = 10**6; bar = np.sqrt(s * sig2 / Nrun)
print(f"N = {Nrun}: N_eff = {Nrun/s:.0f}, naive error = {np.sqrt(sig2/Nrun):.3e} hartree")
print(f"true error = {bar:.3e} hartree = {bar*EV:.3e} eV")

scan = []
for mm in (2, 5, 10, 20, 30, 50, 100):
    Pm = grid_chain(mm); lm, wm, _, _ = spectrum(Pm, pi, EL)
    sm = s_spectral(lm, wm)
    assert abs(sm - poisson(Pm, pi, EL)[0]) < 1e-7 * sm
    scan.append(sm)
    print(f"step {mm*h:4.1f} bohr: acc {1 - pi @ np.diag(Pm):.3f} lambda_2 {lm[1]:.4f} "
          f"s(E_L) {sm:.3f} s(x) {poisson(Pm, pi, x)[0]:.3f}")
assert 0 < int(np.argmin(scan)) < len(scan) - 1
print("all tests passed")
```

Running it gives:

```
sweep P1P2: max flux imbalance = 6.88e-03
two-state a=0.2 b=0.1: lambda = 0.7000, s = 5.6667
two-state a=0.9 b=0.7: lambda = -0.6000, s = 0.2500
period-2 chain: w(lambda=-1) = 0.7742, s = 0.2258
period-2 chain: lag sums to 100, 101 = 1.0000, -0.5484
cycle 0.1/0.8/0.1: lambda = -0.3500 +- 0.6062i
cycle: true s = 0.2329, from symmetrised S = 0.4815
reducible chain: Var(sum,2000)/Var(sum,1000) = 3.9991
alpha = 0.8 bohr^-2, h = 0.1 bohr, n = 101, m = 10, max step = 1.0 bohr
E = 0.512500 hartree = 13.9458 eV
sigma^2(E_L) = 0.0253125 hartree^2
acceptance = 0.7323, lambda_min = 0.1075
k=2: lambda 0.82468 factor 10.4075 w(E_L) 0.00000 w*factor 0.0000 w(x) 0.91395
k=3: lambda 0.76177 factor 7.3952 w(E_L) 0.80476 w*factor 5.9514 w(x) 0.00000
k=4: lambda 0.71062 factor 5.9113 w(E_L) 0.00000 w*factor 0.0000 w(x) 0.04674
k=5: lambda 0.68141 factor 5.2777 w(E_L) 0.10021 w*factor 0.5289 w(x) 0.00000
k=6: lambda 0.65177 factor 4.7433 w(E_L) 0.00000 w*factor 0.0000 w(x) 0.01511
k=7: lambda 0.62796 factor 4.3757 w(E_L) 0.04278 w*factor 0.1872 w(x) 0.00000
k>=8: w(E_L) 0.05225 w*factor 0.1602
rho(1), rho(2), rho(5), rho(20) = 0.7337, 0.5436, 0.2274, 0.00354
s(E_L): spectral 6.827592, lag sum 6.827592, linear solve 6.827592
tau_int(E_L) = 3.4138 moves, s(x) = 9.9348
bounds on s: 1.2409 to 10.4075; lazy chain s(E_L) = 14.6552
s_N(E_L) at N = 5: 3.2715
s_N(E_L) at N = 50: 6.3562
s_N(E_L) at N = 500: 6.7805
simulation, 20000 walkers x 500 moves: s_N = 6.745 +- 0.079
start at x = 2.0 bohr: N*bias = 2.5388 hartree
N = 1000000: N_eff = 146465, naive error = 1.591e-04 hartree
true error = 4.157e-04 hartree = 1.131e-02 eV
step  0.2 bohr: acc 0.925 lambda_2 0.9819 s(E_L) 59.432 s(x) 109.420
step  0.5 bohr: acc 0.850 lambda_2 0.9320 s(E_L) 16.746 s(x) 28.070
step  1.0 bohr: acc 0.732 lambda_2 0.8247 s(E_L) 6.828 s(x) 9.935
step  2.0 bohr: acc 0.534 lambda_2 0.6647 s(E_L) 3.845 s(x) 4.287
step  3.0 bohr: acc 0.393 lambda_2 0.6698 s(E_L) 4.070 s(x) 3.550
step  5.0 bohr: acc 0.242 lambda_2 0.8018 s(E_L) 6.830 s(x) 5.311
step 10.0 bohr: acc 0.121 lambda_2 0.9009 s(E_L) 14.649 s(x) 11.580
all tests passed
```
